\section*{Thermionic emission over a smooth barrier: mean energy and Lorenz ratio, part 1}

(Sections cited here and not found follow in the second part.)

\section{Emission and the Lorenz ratio}

\subsection{What scaling fixes}

Carriers in $d$ dimensions have kinetic energy quadratic in momentum, and a few of them are energetic enough to cross a barrier. Let $\theta=k_BT$ and $\beta=1/\theta$. If the carriers at the barrier top follow the Boltzmann distribution, and if passage depends on nothing except whether a carrier arrives there, then $\theta$ is the one energy available to set the scale of their kinetic energy. The mean must be a number times $\theta$, and the variance a number times $\theta^2$.

Scaling also gives the numbers. The flux over the top is a sum over momenta of the normal velocity times the Boltzmann factor,
\begin{equation}
Z(\beta)=\int_{v_n>0}d^dk\;v_n(\mathbf k)\,e^{-\beta\varepsilon(\mathbf k)} .
\label{eq:Z}
\end{equation}
Here $\varepsilon$ is quadratic in $\mathbf k$, and $v_n=\partial\varepsilon/\partial k_n$ is linear. Put $\mathbf k=\beta^{-1/2}\mathbf q$. The exponent becomes $-\varepsilon(\mathbf q)$, the volume element contributes $\beta^{-d/2}$, and the velocity contributes $\beta^{-1/2}$. The condition $v_n>0$ is unchanged, because $v_n$ is multiplied by a positive number. Hence
\begin{equation}
Z(\beta)=Z(1)\,\beta^{-p},\qquad p=\frac{d+1}{2}.
\label{eq:power}
\end{equation}

Each derivative of $Z$ with respect to $-\beta$ brings down one factor of $\varepsilon$. The flux-weighted mean and variance are therefore
\begin{align}
\langle\varepsilon\rangle&=-\frac{1}{Z}\frac{dZ}{d\beta}
=-\frac{d\ln Z}{d\beta}=\frac{p}{\beta}=p\,\theta,
\label{eq:mean}\\
\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2
&=\frac{1}{Z}\frac{d^2Z}{d\beta^2}-\left(\frac1Z\frac{dZ}{d\beta}\right)^2
=\frac{d^2\ln Z}{d\beta^2}=\frac{p}{\beta^2}=p\,\theta^2 .
\label{eq:var}
\end{align}
In units of $\theta$ and $\theta^2$ the two are the same number, because $Z$ is a pure power of $\beta$. It remains to show that (\ref{eq:Z}) is the correct flux, and that the Lorenz ratio is the variance (\ref{eq:var}).

\subsection{The model and its conventions}

The algebra uses atomic units, $\hbar=m_e=e=1$, and keeps $k_B$ so that temperature $T$ and energy $\theta$ remain distinct. Energies are carrier energies: for holes they increase downwards in the usual band diagram. The barrier top lies at height $\Phi$ above the Fermi level $\mu$, and $\varepsilon$ is the kinetic energy at the top, so that the total energy of a carrier there is $E=\mu+\Phi+\varepsilon$. The assumptions are these.

\begin{enumerate}
\item The barrier is uniform along the contact and has a single maximum along the normal. The momentum $\mathbf k_t$ parallel to the contact is conserved.
\item The dispersion is $\varepsilon=\tfrac12\mathbf k\cdot W\mathbf k$, with a positive inverse-mass tensor $W$ that does not vary along the path. It may be anisotropic and tilted.
\item A carrier crosses the barrier region without collisions. It passes if its normal motion carries it over the top, and otherwise it is turned back.
\item Each reservoir is in equilibrium and fills all transverse momenta that can reach the top.
\item $\Phi\gg\theta$, so states at and above the top are nearly empty. The metal behind the barrier may be degenerate, since occupation matters here only for carriers that can cross.
\end{enumerate}

Under these assumptions a carrier found at the top with $v_n>0$ has come from the left reservoir. Its energy is conserved on the way, so it arrives with that reservoir's occupation, $f=e^{-(E-\mu)/\theta}=e^{-\Phi/\theta}e^{-\varepsilon/\theta}$. With $g$ equivalent valleys and spins, and $d^dk/(2\pi)^d$ states per unit volume, the one-way particle flux is
\begin{equation}
J=g\int_{v_n>0}\frac{d^dk}{(2\pi)^d}\,v_n f
=\frac{g\,e^{-\Phi/\theta}}{(2\pi)^d}\,Z(\beta).
\label{eq:J}
\end{equation}
This is the flux per unit area for $d=3$, per unit contact width for $d=2$, and per wire for $d=1$. The barrier height enters as a prefactor and leaves the distribution of $\varepsilon$ untouched.

The reference point of the energy matters. Beyond the top a carrier runs downhill and gains kinetic energy equal to the potential energy it loses. The value $p\,\theta$ belongs to the top, and is not the kinetic energy deep inside the semiconductor.

\subsection{The flux as an integral over energy}

The Lorenz ratio requires the flux sorted by energy. Separate the normal component $k_n$ from the transverse vector $\mathbf k_t$, and write
\begin{equation}
\varepsilon=\tfrac12 w k_n^2+k_n\,\mathbf c\cdot\mathbf k_t+\tfrac12\mathbf k_t\cdot C\mathbf k_t ,
\end{equation}
where $w=W_{nn}$, the vector $\mathbf c$ holds the elements of $W$ that couple $k_n$ to $\mathbf k_t$, and $C$ is the transverse block. The normal velocity is $v_n=wk_n+\mathbf c\cdot\mathbf k_t$. Its square divided by $2w$ is
\begin{equation}
\frac{v_n^2}{2w}=\tfrac12wk_n^2+k_n\,\mathbf c\cdot\mathbf k_t+\frac{(\mathbf c\cdot\mathbf k_t)^2}{2w}.
\end{equation}
This contains the first two terms of $\varepsilon$, and subtracting the surplus last term gives
\begin{equation}
\varepsilon=\frac{v_n^2}{2w}+u(\mathbf k_t),\qquad
u=\tfrac12\mathbf k_t\cdot A\,\mathbf k_t,\qquad
A=C-\frac{\mathbf c\,\mathbf c^{T}}{w}.
\label{eq:split}
\end{equation}
At given $\mathbf k_t$, $u$ is the lowest value of $\varepsilon$, reached at $v_n=0$. Since $W$ is positive, $u>0$ for $\mathbf k_t\neq0$, so $A$ is positive too.

At fixed $\mathbf k_t$ the definition of $v_n$ gives $v_n\,dk_n=d\varepsilon$. The velocity cancels the one-dimensional density of states. As $v_n$ runs from $0$ to $\infty$, $\varepsilon$ runs from $u$ to $\infty$, and
\begin{equation}
J=\frac{g}{2\pi}\int\frac{d^{d-1}k_t}{(2\pi)^{d-1}}\int_{u(\mathbf k_t)}^\infty d\varepsilon\,f
=\frac{g}{2\pi}\int_0^\infty d\varepsilon\,M(\varepsilon)f .
\label{eq:modes}
\end{equation}
In the second form the order of integration is exchanged, and
\begin{equation}
M(\varepsilon)=\int_{u(\mathbf k_t)<\varepsilon}\frac{d^{d-1}k_t}{(2\pi)^{d-1}}
=M(1)\,\varepsilon^{(d-1)/2}
\label{eq:M}
\end{equation}
counts the transverse modes open at energy $\varepsilon$. The power follows from $\mathbf k_t=\varepsilon^{1/2}\mathbf q_t$, which turns the condition into $u(\mathbf q_t)<1$. For $d=1$ there is one mode and $M=1$. The flux weight is thus $\varepsilon^{p-1}e^{-\varepsilon/\theta}$, and its integral, $\Gamma(p)\,\theta^{p}$, has the power of $\beta$ found in (\ref{eq:power}).

The mass tensor affects $M(1)$, hence the size of the flux, but not the power. A direct sum over momenta shows this. In units with $\theta=1$, take
\begin{equation}
W=\begin{pmatrix}1.2&0.4&-0.3\\0.4&0.9&0.2\\-0.3&0.2&1.1\end{pmatrix}
\end{equation}
with the first axis normal to the barrier, and keep the leading $d\times d$ block. A grid of spacing $0.1$ over $|k_i|\le7.5$ gives means $1.0010$, $1.5001$, $2.0000$ and variances $1.0000$, $1.5000$, $2.0000$ for $d=1,2,3$. The excess of $0.0010$ at $d=1$ comes from the grid. The integrand $v_ne^{-\varepsilon}$ starts at $k_n=0$ with slope $w=1.2$, and the leading end correction of the trapezoidal rule lowers the summed flux by $0.1^2\times1.2/12=0.0010$. The energy-weighted sum starts with zero slope and has no such error, so their quotient is too large by that fraction.

\subsection{Where the energy sits}

Equation (\ref{eq:split}) divides $\varepsilon$ into a normal part $\varepsilon_n=v_n^2/2w$ and a transverse part $u$. At fixed $\mathbf k_t$ we have $d\varepsilon=d\varepsilon_n$, so the flux weight factorizes:
\begin{equation}
d^{d-1}k_t\,d\varepsilon_n\;e^{-\varepsilon_n/\theta}\,e^{-u(\mathbf k_t)/\theta}.
\end{equation}
The normal energy has an exponential distribution, with mean $\theta$ and variance $2\theta^2-\theta^2=\theta^2$. In the principal axes of $A$, each transverse direction has energy $\tfrac12\alpha k^2$ with a Gaussian weight. Its generating integral is proportional to $\beta^{-1/2}$, so its mean is $\theta/2$ and its variance $\theta^2/2$. Adding the independent parts,
\begin{equation}
\frac{\langle\varepsilon\rangle}{\theta}=1+\frac{d-1}{2}=\frac{d+1}{2},\qquad
\frac{\operatorname{Var}\varepsilon}{\theta^2}=1+\frac{d-1}{2}=\frac{d+1}{2}.
\end{equation}

The mean over carriers present in a volume, rather than over carriers crossing a plane, lacks the factor $v_n$ in (\ref{eq:Z}). The power is then $\beta^{-d/2}$ and the mean is $d\,\theta/2$. The extra $\theta/2$ in emission arises because fast carriers cross the plane more often than slow ones.

\subsection{Two reservoirs}

Let the left and right reservoirs have slightly different electrochemical potentials and temperatures, with $\Delta\mu=\mu_L-\mu_R$ and $\Delta\theta=\theta_L-\theta_R$. Carriers moving left have $v_n<0$. Since (\ref{eq:split}) contains $v_n^2$, they see the same $M$. The net particle current $I$ and heat current $Q$ are
\begin{equation}
\begin{pmatrix}I\\Q\end{pmatrix}
=\frac{g}{2\pi}\int dE\,M\begin{pmatrix}1\\E-\mu\end{pmatrix}(f_L-f_R),
\end{equation}
where $\mu$ is now the average of $\mu_L$ and $\mu_R$. Measuring heat from $\mu_L$ or $\mu_R$ instead would change $Q$ by $\mp I\Delta\mu/2$, which is of second order. Any shift of the barrier caused by $\Delta\mu$ or $\Delta\theta$ also drops out at first order, because it multiplies $f_L-f_R$, which is already of first order.

For $f=e^{-(E-\mu)/\theta}$ the derivatives are $\partial f/\partial\mu=f/\theta$ and $\partial f/\partial\theta=(E-\mu)f/\theta^2$, so
\begin{equation}
f_L-f_R=\frac f\theta\left[\Delta\mu+(E-\mu)\frac{\Delta\theta}{\theta}\right].
\end{equation}
Define $L_j=(g/2\pi)\int dE\,M\,(E-\mu)^jf/\theta$. Then
\begin{equation}
I=L_0\Delta\mu+L_1\frac{\Delta\theta}{\theta},\qquad
Q=L_1\Delta\mu+L_2\frac{\Delta\theta}{\theta}.
\label{eq:onsager}
\end{equation}
The weight $Mf$ in these integrals is that of (\ref{eq:modes}). Averages taken with it are the emission averages, so $L_1/L_0=\langle E-\mu\rangle$ and $L_2/L_0=\langle(E-\mu)^2\rangle$.

For carriers of charge $q=\pm1$ a voltage $\Delta V$ gives $\Delta\mu=q\Delta V$, and the charge current is $qI$. The conductance at equal temperatures is $G=q^2L_0=L_0$. The heat conductance $K$ is defined at zero current. Setting $I=0$ in (\ref{eq:onsager}) gives
\begin{equation}
\Delta\mu=-\frac{L_1}{L_0}\frac{\Delta\theta}{\theta}
=-\left(\Phi+p\,\theta\right)\frac{\Delta\theta}{\theta}.
\label{eq:open}
\end{equation}
The thermopower is $S=-\Delta V/\Delta T$. Since $\Delta\theta=k_B\Delta T$, and the charge unit $e$ can be restored,
\begin{equation}
S=\pm\frac{k_B}{e}\left(\frac{\Phi}{\theta}+p\right),
\label{eq:S}
\end{equation}
positive for holes and negative for electrons. Inserting (\ref{eq:open}) in $Q$ and dividing by $\Delta T$,
\begin{equation}
K=\frac{k_B}{\theta}\left(L_2-\frac{L_1^2}{L_0}\right)
=\frac{k_B}{\theta}\,L_0\operatorname{Var}(E).
\end{equation}
The constant $\Phi$ does not affect a variance, so $\operatorname{Var}(E)=\operatorname{Var}(\varepsilon)=p\,\theta^2$. Dividing by $GT=L_0\theta/k_B$ and restoring $e$,
\begin{equation}
\frac{K}{GT}=\left(\frac{k_B}{e}\right)^2\frac{\operatorname{Var}(\varepsilon)}{\theta^2}
=\frac{d+1}{2}\left(\frac{k_B}{e}\right)^2 .
\label{eq:lorenz}
\end{equation}

\subsection{Why zero current matters}

At zero voltage the current is free to flow and each carrier also delivers its mean energy. With $\Delta\mu=0$, equation (\ref{eq:onsager}) gives $Q=L_2\Delta\theta/\theta$, and the reduced ratio becomes
\begin{equation}
\frac{\langle(E-\mu)^2\rangle}{\theta^2}=p+\left(\frac{\Phi}{\theta}+p\right)^2 .
\label{eq:short}
\end{equation}

Both cases can be computed without the Boltzmann approximation, using Fermi functions, reservoirs differing by $2\times10^{-4}$ in reduced temperature, and a numerically solved open-circuit voltage. For $\Phi/\theta=11.605$ and $d=2$ this gives $1.5000$ at zero current and $173.23$ at zero voltage. Equation (\ref{eq:short}) gives $1.5+13.105^2\approx173.2$. For $d=1$ and $d=3$ the zero-current ratios are $1.0000$ and $2.0000$.

\section{A contact to monolayer WSe$_2$ and the limits of the result}

\subsection{Symbols and results carried over}

In this half $\theta=k_BT$, $\beta=1/\theta$ and $p=(d+1)/2$. The barrier top lies $\Phi$ above the Fermi level, and $\varepsilon$ is the kinetic energy at the top. The flux weight is $M(\varepsilon)f$, with mode count $M\propto\varepsilon^{p-1}$ and Boltzmann occupation $f$. Its normal part has mean $\theta$ and variance $\theta^2$; each transverse direction adds $\theta/2$ and $\theta^2/2$. The results are
\begin{equation}
\langle\varepsilon\rangle=p\,\theta,\qquad
\frac{K}{GT}=\frac{\operatorname{Var}(E)}{\theta^2}\left(\frac{k_B}{e}\right)^2=p\left(\frac{k_B}{e}\right)^2,\qquad
|S|=\frac{k_B}{e}\left(\frac\Phi\theta+p\right),
\end{equation}
where $G$ is the conductance, $K$ the carrier heat conductance at zero current and $S$ the thermopower. ``Lorenz ratio'' below means $K/(GT)$ in units of $(k_B/e)^2$.

\subsection{Numbers for hole emission}

Consider holes passing from a metal into a single layer of WSe$_2$ at $300$~K, so that $d=2$ and $p=3/2$. The parameters are rough typical values: hole mass $m=0.40\,m_e$, two valleys with one spin each ($g=2$), and $\Phi=0.30$~eV. The potential near the top is modelled by
\begin{equation}
V(x)=V_0\,\mathrm{sech}^2(x/b),\qquad V_0=0.20\ \text{eV},\quad b=16\ \text{nm}.
\label{eq:profile}
\end{equation}

With $\theta=0.02585$~eV, the mean emitted energy is
\begin{equation}
\langle\varepsilon\rangle=1.5\times0.02585\ \text{eV}=0.0388\ \text{eV}.
\end{equation}
The unit $k_B/e$ is $0.02585\ \text{V}/300\ \text{K}=8.617\times10^{-5}$~V/K, so
\begin{equation}
\frac{K}{GT}=1.5\times(8.617\times10^{-5})^2=1.11\times10^{-8}\ \text{V}^2/\text{K}^2 .
\end{equation}
The reduced barrier is $0.30/0.02585=11.605$. The thermopower is $13.105\times8.617\times10^{-5}$~V/K, or $1.13$~mV/K, with positive sign for holes.

The conductance follows from the flux. For an isotropic mass the normal integral gives $\theta$ and the transverse one is Gaussian:
\begin{equation}
J=\frac{g}{2\pi}e^{-\Phi/\theta}\,\theta\int_{-\infty}^{\infty}\frac{dk_t}{2\pi}e^{-k_t^2/2m\theta}
=\frac{g}{2\pi}e^{-\Phi/\theta}\,\theta\sqrt{\frac{m\theta}{2\pi}} .
\end{equation}
Since $\partial f/\partial\mu=f/\theta$, we have $G=J/\theta$. The square root is $1/\lambda$, where $\lambda=h/\sqrt{2\pi m\theta}$ is the thermal wavelength in ordinary units, and $1/2\pi$ in atomic units is $e^2/h=38.74\ \mu$S. With $\lambda=6.804$~nm and $e^{-\Phi/\theta}=9.12\times10^{-6}$,
\begin{equation}
G=g\frac{e^2}{h}\frac{e^{-\Phi/\theta}}{\lambda}
=\frac{2\times38.74\ \mu\text{S}\times9.12\times10^{-6}}{6.804\times10^{-3}\ \mu\text{m}}
=0.104\ \mu\text{S}/\mu\text{m}.
\end{equation}
The one-way current is $G\theta/e=2.7$~nA/$\mu$m. The carrier heat conductance is $K=1.114\times10^{-8}\times300\times0.1039=3.5\times10^{-7}$~W/(K\,m), where $1\ \mu\text{S}/\mu\text{m}=1$~S/m.

A degenerate conductor whose mode count is constant over at least $10\,\theta$ on either side of the Fermi level has a larger Lorenz ratio. Its response weight is $-\partial f/\partial E$, symmetric about $\mu$, so the variance in units of $\theta^2$ is
\begin{equation}
\int_{-\infty}^{\infty}\frac{z^2e^z\,dz}{(e^z+1)^2}
=2\sum_{j\ge1}(-1)^{j+1}j\,\frac{2}{j^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},
\end{equation}
or $2.44\times10^{-8}$~V$^2$/K$^2$. The series comes from expanding in $e^{-z}$ for $z>0$. The ideal planar contact has $1.5/3.29=0.46$ of this value.

For an ideal planar barrier, the mean kinetic energy at the top in units of $\theta$ and the zero-current Lorenz ratio in units of $(k_B/e)^2$ are both $(d+1)/2$, which is $3/2$ for the WSe$_2$ contact. It remains to estimate how tunnelling, degeneracy, scattering, uneven barriers and band structure change these values, and to compare the carrier heat conductance with that of the lattice.
